# Hydrogenic stability: why Heisenberg's variance inequality fails and what proves it, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I have long believed that the stability of the hydrogenic atom follows from Heisenberg's inequality and nothing else. Take hartree atomic units ($\hbar=m_e=e^2/4\pi\varepsilon_0=1$, lengths in bohr, energies in hartree), a fixed point nucleus of charge $Z$, no relativity, and
$$H=\tfrac12\,\mathbf p^2-\frac Zr,\qquad \mathbf p=-i\nabla .$$
An electron cloud of size $R$ has a kinetic energy of at least a constant over $R^2$ and a potential energy of about $-Z/R$. At small $R$ the first term wins, so the energy has a floor. Do you see a gap in this?

**A.** Let me first fix what has to be proved. Let $\psi$ be normalised with $\nabla\psi$ square integrable, and write
$$T=\tfrac12\int|\nabla\psi|^2\,d^3r=\tfrac12\langle p^2\rangle,\qquad I=\langle 1/r\rangle,\qquad E=T-ZI .$$
Stability means that one finite number lies below $E$ for all such $\psi$. Since the claim concerns all states, the word "size" needs a definition. Which size do you mean, and what is your constant?

**Q.** The size in Heisenberg's inequality, the variance $\sigma^2=\langle r^2\rangle-|\langle\mathbf r\rangle|^2$, which I assume finite. I would like to see the constant derived in three dimensions.

**A.** It comes from an identity that we shall need three times. Let $\mathbf F(\mathbf r)$ be a real vector field, $\lambda$ a real number, and let $\psi$ be smooth and rapidly decreasing. Expanding the square gives
$$\int|\nabla\psi+\lambda\mathbf F\psi|^2=\langle p^2\rangle+\lambda^2\langle F^2\rangle+\lambda\int\mathbf F\cdot(\psi^*\nabla\psi+\psi\nabla\psi^*) .$$
The bracket is $\nabla\rho$ with $\rho=|\psi|^2$. Some fields will be singular at the origin, so integrate by parts over $r>\epsilon$, where the outward normal on the inner sphere is $-\hat{\mathbf r}$ and the far surface gives nothing:
$$\int_{r>\epsilon}\mathbf F\cdot\nabla\rho=-\int_{r>\epsilon}\rho\,\nabla\!\cdot\!\mathbf F-\oint_{r=\epsilon}\rho\,\mathbf F\cdot\hat{\mathbf r}\,dS .$$
For $\mathbf F=\mathbf r/r^k$ the surface term is at most $4\pi\epsilon^2\,\epsilon^{1-k}\max\rho$, which vanishes as $\epsilon\to0$ for $k=0,1,2$. The result is
$$0\le\|\nabla\psi+\lambda\mathbf F\psi\|^2=\langle p^2\rangle+\lambda^2\langle F^2\rangle-\lambda\langle\nabla\!\cdot\!\mathbf F\rangle. \tag{1}$$
The product rule, with $\nabla r^{-k}=-k\,r^{-k-2}\mathbf r$, gives the divergence:
$$\nabla\!\cdot\!(\mathbf r\,r^{-k})=3r^{-k}-k\,r^{-k}=(3-k)\,r^{-k}. \tag{2}$$

For Heisenberg take $k=0$. Then (1) reads $\langle p^2\rangle+\lambda^2\langle r^2\rangle-3\lambda\ge0$. The choice $\lambda=3/(2\langle r^2\rangle)$ minimises the left side and gives $\langle p^2\rangle+\frac{9}{4\langle r^2\rangle}-\frac{9}{2\langle r^2\rangle}\ge0$, that is $\langle p^2\rangle\langle r^2\rangle\ge9/4$. To centre it, apply this to $\phi(\mathbf r)=e^{-i\mathbf p_0\cdot\mathbf r}\psi(\mathbf r+\mathbf r_0)$ with $\mathbf r_0=\langle\mathbf r\rangle$ and $\mathbf p_0=\langle\mathbf p\rangle$. A shift of the integration variable shows $\langle r^2\rangle_\phi=\langle|\mathbf r-\mathbf r_0|^2\rangle=\sigma^2$. Since $-i\nabla\phi=e^{-i\mathbf p_0\cdot\mathbf r}[(\mathbf p-\mathbf p_0)\psi](\mathbf r+\mathbf r_0)$, also $\langle p^2\rangle_\phi=\langle p^2\rangle-|\mathbf p_0|^2$. Hence $(\langle p^2\rangle-|\mathbf p_0|^2)\,\sigma^2\ge9/4$, and dropping $|\mathbf p_0|^2\ge0$ leaves
$$T\ge K_H\equiv\frac{9}{8\sigma^2}. \tag{3}$$
Smoothness can be removed. Multiply a general $\psi$ by a smooth cutoff $\chi(r/R_c)$ equal to 1 near the origin. The norm of the extra gradient term is at most a constant times $1/R_c$, so $\psi$, $\nabla\psi$ and $r\psi$ are all recovered in norm as $R_c\to\infty$. Convolution with a narrow smooth bump then converges in the first two norms, and in the third as well, because $r$ is bounded on the support. Both sides of (3) therefore pass to the limit.

**Q.** Then my argument is complete. Put $R^2=\langle r^2\rangle\ge\sigma^2$; the uncentred form gives $T\ge9/(8R^2)$. With $u=1/R$ the estimate is $\tfrac98u^2-Zu$. A quadratic $Au^2-Bu$ has its minimum $-B^2/(4A)$ at $u=B/(2A)$, so
$$\min_R\left[\frac{9}{8R^2}-\frac ZR\right]=-\frac{2Z^2}{9}\quad\text{at}\quad R=\frac{9}{4Z}.$$
For $Z=1$ that is $-0.22222$ hartree, or $-6.047$ eV, at $R=2.25$ bohr. It is finite and of atomic size.

**A.** Test it on $\psi\propto e^{-Zr}$. With $\int_0^\infty r^ne^{-2Zr}dr=n!/(2Z)^{n+1}$, the norm integral ($n=2$) is $2/(2Z)^3$, and
$$\langle r^2\rangle=\frac{24/(2Z)^5}{2/(2Z)^3}=\frac{3}{Z^2},\qquad I=\frac{1/(2Z)^2}{2/(2Z)^3}=Z .$$
Because $\nabla\psi=-Z\hat{\mathbf r}\psi$, we have $\langle p^2\rangle=Z^2$, and $E=Z^2/2-Z^2=-Z^2/2$, which is $-13.606$ eV for $Z=1$. This state lies below your floor, so $-2Z^2/9$ is not a lower bound.

The faulty step is the replacement of $I$ by $1/R$. The Cauchy–Schwarz inequality gives $1=\langle r^{1/2}r^{-1/2}\rangle^2\le\langle r\rangle I$ and $\langle r\rangle^2\le\langle r^2\rangle$, so
$$I\ge\frac{1}{\sqrt{\langle r^2\rangle}} . \tag{4}$$
Therefore $-ZI\le-Z/R$. The true attraction is always at least as strong as your estimate of it, whereas a lower bound on $E$ needs an upper bound on $I$. For the state above with $Z=1$, $I=1.0000$ bohr$^{-1}$ against $1/R=0.5774$ bohr$^{-1}$.

**Q.** I accept that, but it looks like a matter of a numerical factor. Keep the exact Coulomb term and use (3) for the kinetic term only:
$$E\ge E_H\equiv\frac{9}{8\sigma^2}-ZI .$$
This is a true inequality. For your state $E_H=\frac{9Z^2}{24}-Z^2=-\frac58Z^2$, which is $-0.6250$ hartree for $Z=1$ and lies properly below $-0.5$. If I shrink a state, $K_H$ grows as the inverse square of the size and $I$ only as the inverse, so $E_H$ should have a floor.

**A.** It has one for each fixed shape. Let $\psi_t(\mathbf r)=t^{-3/2}\psi(\mathbf r/t)$, which stays normalised. The substitution $\mathbf r=t\mathbf r'$ gives $\sigma^2\to t^2\sigma^2$, $I\to I/t$ and $T\to T/t^2$. With $u=1/t$, $A=9/(8\sigma^2)$ and $B=ZI$,
$$\min_tE_H[\psi_t]=-\frac{Z^2I^2}{4}\cdot\frac{8\sigma^2}{9}=-\frac29Z^2\kappa^2,\qquad\kappa\equiv\sigma I. \tag{5}$$
The number $\kappa$ is unchanged by dilation about the nucleus. It depends only on the shape of the density, in which we include the position of the nucleus relative to the cloud. Your first estimate is (5) with $\kappa=1$, and the exponential state has $\kappa=\sqrt3=1.7321$. Minimising first over scale and then over shape gives $\inf E_H=-\frac29Z^2\sup\kappa^2$. A proof from (3) alone therefore needs $\kappa$ to be bounded over all shapes. But $\sigma$ is weighted toward the far parts of the density and $I$ toward the parts near the nucleus, and a state with two length scales can set them separately.

**Q.** Show me such a state, with every expectation value computed exactly.

**A.** Let $g_s(\mathbf r)=(\pi s^2)^{-3/4}e^{-r^2/2s^2}$, and take a weight $0<w<1$, a core width $a$, a lump width $b$ and a distance $L\ge0$:
$$\psi(\mathbf r)=\sqrt w\,g_a(\mathbf r)+i\sqrt{1-w}\,h(\mathbf r),\qquad h(\mathbf r)=g_b(\mathbf r-L\mathbf e_z). \tag{6}$$
The factor $i$ is there for convenience. Both functions are real, so the core is the real part of $\psi$ and the lump the imaginary part, and the same holds for the gradient. At every point, whatever the overlap,
$$|\psi|^2=w\,g_a^2+(1-w)\,h^2,\qquad|\nabla\psi|^2=w\,|\nabla g_a|^2+(1-w)\,|\nabla h|^2 .$$
So $\psi$ is normalised, and all we need are weighted sums of moments of a single Gaussian.

The density $g_s^2=(\pi s^2)^{-3/2}e^{-r^2/s^2}$ factorises in $x,y,z$. Differentiating $\int e^{-\alpha x^2}dx=\sqrt{\pi/\alpha}$ with respect to $\alpha$ gives $\langle x^2\rangle=1/(2\alpha)$, and $\alpha=1/s^2$ gives $\langle x^2\rangle=s^2/2$ and $\langle r^2\rangle=3s^2/2$. From $\nabla g_s=-\mathbf r g_s/s^2$ follows $\langle p^2\rangle=\langle r^2\rangle/s^4=3/(2s^2)$. The product is $9/4$, so a single Gaussian turns (3) into an equality, and neither piece carries more kinetic energy than Heisenberg demands of it. For the core,
$$\langle1/r\rangle_{g_a}=\frac{4\pi}{(\pi a^2)^{3/2}}\int_0^\infty r\,e^{-r^2/a^2}dr=\frac{4\pi}{\pi^{3/2}a^3}\cdot\frac{a^2}{2}=\frac{2}{a\sqrt\pi}.$$
For the lump use $\mathbf r'=\mathbf r-L\mathbf e_z$, with $\mu$ the cosine of its polar angle. The angular average of $1/r$ is
$$\frac12\int_{-1}^1\frac{d\mu}{\sqrt{r'^2+L^2+2r'L\mu}}=\frac{(r'+L)-|r'-L|}{2r'L}=\frac{1}{\max(r',L)},$$
so that
$$\langle1/r\rangle_h=\frac{4}{\sqrt\pi\,b^3}\left[\frac1L\int_0^Lr'^2e^{-r'^2/b^2}dr'+\int_L^\infty r'e^{-r'^2/b^2}dr'\right].$$
The second integral is $\frac{b^2}{2}e^{-L^2/b^2}$. In the first, write $r'e^{-r'^2/b^2}$ as the derivative of $-\frac{b^2}{2}e^{-r'^2/b^2}$ and integrate by parts. With $\operatorname{erf}(\xi)=\frac{2}{\sqrt\pi}\int_0^\xi e^{-v^2}dv$,
$$\int_0^Lr'^2e^{-r'^2/b^2}dr'=-\frac{b^2L}{2}e^{-L^2/b^2}+\frac{b^2}{2}\cdot\frac{b\sqrt\pi}{2}\operatorname{erf}(L/b).$$
After division by $L$ the exponentials cancel, and $\langle1/r\rangle_h=\operatorname{erf}(L/b)/L$. This tends to $1/L$ for $L\gg b$, as for a point charge. For $L\to0$ it tends to $2/(b\sqrt\pi)$, because $\operatorname{erf}\xi\simeq2\xi/\sqrt\pi$, which agrees with the core formula.

For the variances, $\langle x\rangle=\langle y\rangle=0$ by symmetry, $\langle z\rangle=(1-w)L$, and $\langle z^2\rangle=wa^2/2+(1-w)(b^2/2+L^2)$. The $L^2$ terms combine as $(1-w)L^2-(1-w)^2L^2=w(1-w)L^2$. Collecting everything,
$$\sigma_x^2=\sigma_y^2=\tfrac12[wa^2+(1-w)b^2],\qquad\sigma_z^2=\sigma_x^2+w(1-w)L^2, \tag{7}$$
$$\sigma^2=\tfrac32[wa^2+(1-w)b^2]+w(1-w)L^2, \tag{8}$$
$$I=\frac{2w}{a\sqrt\pi}+(1-w)\frac{\operatorname{erf}(L/b)}{L},\qquad T=\frac{3w}{4a^2}+\frac{3(1-w)}{4b^2}. \tag{9}$$

**Q.** And now you shrink the core and leave the lump alone.

**A.** Yes, $a\to0$ at fixed $w,b,L$. Dropping the positive term $\frac32wa^2$ in (8) gives
$$\sigma^2\ge\sigma_0^2\equiv\tfrac32(1-w)b^2+w(1-w)L^2>0,$$
so $K_H\le9/(8\sigma_0^2)$ for every $a$. Dropping the lump's attraction can only raise $E_H$, hence
$$E_H\le\frac{9}{8\sigma_0^2}-\frac{2Zw}{a\sqrt\pi}\;\longrightarrow\;-\infty. \tag{10}$$
All terms of $E_H$ except the core attraction stay bounded, so $aE_H\to-2Zw/\sqrt\pi$, and $\kappa\ge\sigma_0\,2w/(a\sqrt\pi)$ grows without limit. The inequality $E\ge E_H$ is true for each state, but its right side has infimum $-\infty$, and $E\ge-\infty$ says nothing.

**Q.** That sounds as though you had made the atom collapse.

**A.** No. What is unbounded below is the estimate $E_H$, not the energy. By (9) the true kinetic energy of the core is $3w/(4a^2)$, so $a^2E\to3w/4$ and $E\to+\infty$ along the same family. The part of $E$ that depends on $a$ is $w[\frac34u^2-\frac{2Z}{\sqrt\pi}u]$ with $u=1/a$. Its minimum lies at $u=4Z/(3\sqrt\pi)$, that is $a=3\sqrt\pi/(4Z)$, and equals $-w\,(4Z^2/\pi)/3=-4wZ^2/(3\pi)$. This is above $-Z^2/2$ even at $w=1$, since $8<3\pi$. For small $a$ the variance is set by the lump and the kinetic energy by the core, so $K_H$ does not register the $1/a^2$ cost of the compression, while $I$ registers the full $1/a$ gain.

**Q.** I would like to see numbers.

**A.** Take round model parameters: $Z=1$, $w=1/2$, $b=1$ bohr, $L=10$ bohr. Then $\sigma_0^2=0.75+25=25.75$ bohr$^2$, and the ceiling of $K_H$ is $9/(8\times25.75)=0.04369$ hartree. The lump contributes $0.05000$ bohr$^{-1}$ to $I$, since $\operatorname{erf}(10)$ equals 1 to these digits, and $0.3750$ hartree to $T$. The core coefficients are $2w/\sqrt\pi=0.56419$ and $3w/4=0.3750$. For $a=0.01$ bohr,
$$\sigma^2=25.75+0.75\times10^{-4}=25.7501,\qquad K_H=\frac{9}{8\times25.7501}=0.04369,$$
$$I=\frac{0.56419}{0.01}+0.050=56.469,\qquad T=\frac{0.3750}{10^{-4}}+0.375=3750.375,$$
$$E_H=0.044-56.469=-56.425,\qquad E=3750.375-56.469=3693.906,$$
and $\kappa=\sqrt{25.7501}\times56.469=286.5$. The same arithmetic for four core widths, with $a$ in bohr, $\sigma^2$ in bohr$^2$, $I$ in bohr$^{-1}$ and energies in hartree, gives:

| $a$ | $\sigma^2$ | $I$ | $\kappa$ | $K_H$ |
|---|---|---|---|---|
| 1 | 26.5000 | 0.6142 | 3.162 | 0.04245 |
| 0.1 | 25.7575 | 5.6919 | 28.89 | 0.04368 |
| 0.01 | 25.7501 | 56.469 | 286.5 | 0.04369 |
| 0.001 | 25.7500 | 564.24 | 2863 | 0.04369 |

| $a$ | $T$ | $E_H$ | $E$ |
|---|---|---|---|
| 1 | 0.7500 | $-0.5717$ | 0.1358 |
| 0.1 | 37.875 | $-5.6482$ | 32.183 |
| 0.01 | 3750.4 | $-56.425$ | 3693.9 |
| 0.001 | 375000 | $-564.20$ | 374436 |

In the last row the estimate stands at $-15353$ eV and the energy at $1.0189\times10^7$ eV. That kinetic energy is far above the electron's rest energy, roughly $2\times10^4$ hartree, so the row is a statement about the operator $H$ and not about a real atom. The same caution already applies at $a=0.01$ bohr, where the core's root-mean-square momentum $\sqrt{3/2}/a\approx122$ is about $0.9$ of $m_ec\approx137$. The divergence is a statement about $a\to0$, but the estimate is already loose at ordinary widths. Solving $E_H=-Z^2/2$ gives $a=1.1465$ bohr, so for the core of 1 bohr (3) cannot exclude an energy below $-0.5$ hartree, although the true energy is $+0.1358$ hartree. An estimate below $-0.5$ is no contradiction in itself, since the exponential state also has one; what defeats the proof is that $E_H$ keeps falling without limit as $a$ shrinks. The lowest true energy at these $w,b,L$ occurs at $a=1.3293$ bohr and is $-0.21221+0.3750-0.0500=0.1128$ hartree. It is positive because the lump's kinetic energy exceeds the sum of the core's net binding and the lump's attraction.

Heisenberg's inequality (3), combined with the exact Coulomb term, gives a true estimate for each state but no common floor: $E_H$ falls without limit as the core shrinks, while the true energy rises. It remains to see whether applying Heisenberg's inequality axis by axis or piece by piece can repair the argument, and, if not, what inequality does prove stability.
